# Why log-gamma factorials do not make Racah's formula safe at large j

## Question

I compute 3j symbols from Racah's sum in double precision. With ordinary factorials the code overflowed at large angular momenta, so I replaced every factorial by its logarithm, added and subtracted the logarithms, and exponentiated once per term. The overflow is gone. But for

$$\begin{pmatrix}100&100&100\\0&0&0\end{pmatrix}$$

I get about $157$, with no warning of any kind. I thought that log-gamma was the standard remedy for large $j$. Is my log-gamma routine inaccurate, or is something else wrong?

## Answer

A 3j symbol cannot be that large. With Condon–Shortley phases it is related to a Clebsch–Gordan coefficient by

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\,\langle j_1m_1j_2m_2|j_3,-m_3\rangle .$$

The coefficient is one component of a normalized vector, so its modulus is at most 1, and your symbol is at most $1/\sqrt{201}=0.0705$ in modulus. The result has no correct digit. A better log-gamma routine would not help, because two separate losses of accuracy are at work. Logarithms cause the first and leave the second as it was.

### The sum

I take Racah's formula as the starting point; the numerical check compares it with eigenvectors of $J^2$. It reads $\sum_k t_k$ with

$$t_k=(-1)^{k+j_1-j_2-m_3}\,\frac{\sqrt{R}}{D_k},$$

$$R=\frac{(j_1+j_2-j_3)!\,(j_1-j_2+j_3)!\,(-j_1+j_2+j_3)!}{(j_1+j_2+j_3+1)!}\prod_{i=1}^{3}(j_i+m_i)!\,(j_i-m_i)!,$$

$$\begin{aligned}D_k={}&k!\,(j_1+j_2-j_3-k)!\,(j_1-m_1-k)!\,(j_2+m_2-k)!\\&\times(j_3-j_2+m_1+k)!\,(j_3-j_1-m_2+k)!\end{aligned}$$

Here $k$ runs over all integers for which no factorial has a negative argument.

### First loss: the exponential of a rounded logarithm

Let $u=2^{-53}\approx1.11\times10^{-16}$ be the unit roundoff: rounding a number $x$ changes it by at most $u|x|$. The logarithmic method uses

$$|t_k|=e^{L_k},\qquad L_k=\sum_i a_i\ln n_i!,$$

with $a_i=\pm\tfrac12$ for factorials under the root and $a_i=-1$ for those in $D_k$. Suppose that each logarithm is correctly rounded and that their sum is rounded once. The error $\delta_k$ of $L_k$ then obeys, to first order in $u$,

$$|\delta_k|\le u\,(\Lambda_k+|L_k|),\qquad \Lambda_k=\sum_i|a_i|\ln n_i!.$$

Since $e^{L_k+\delta_k}=e^{L_k}(1+\delta_k+\dots)$, an absolute error of the logarithm becomes a relative error of the term. The exponential function adds a few $u$ of its own.

The trouble is that $\Lambda_k$ can be large when $L_k$ is not. For $j_1=j_2=j_3=j$, all $m_i=0$ and $k=j/2$, nine factorials $j!$ stand in the numerator under the root, $(3j+1)!$ stands below them, and $D_k$ holds six factors $(j/2)!$. With $\ln n!\approx n\ln n$ at leading order,

$$L_k\approx\left(\tfrac92-\tfrac32-3\right)j\ln j=0,\qquad \Lambda_k\approx\left(\tfrac92+\tfrac32+3\right)j\ln j=9j\ln j .$$

The leading parts cancel in $L_k$, but their rounding errors need not. At $j=56$ the program finds $L_k=17.5$ and $\Lambda_k=1534$ for this middle term. The bound is therefore about $1550u$, or $1.7\times10^{-13}$.

Compare this with multiplying correctly rounded factorials, as long as they fit. Each of the ten factorials under the root costs at most $u/2$ for its own rounding (the root halves it), $u$ for the square root and $u$ for the multiplication or division. Each of the six in $D_k$ costs $u$ for its rounding and $u$ for the division. The total is at most $10\times2.5u+6\times2u=37u$, whatever $j$ is.

These are bounds. The actual relative errors at $j=56$, averaged over the terms with weights $|t_k|$, are $2.4u$ for direct factorials and $254u$ for library log-gamma. The library function here and below is Python's `math.lgamma`; another library rounds differently and gives different errors. With correctly rounded logarithms, added with one rounding, the average is $439u$, in this case larger than with the library function. There the weighted mean of the signed errors is $-439u$, a shift common to all terms, which the next section shows is not amplified; the deviations from the mean average $216u$, against $252u$ for the library function. Both averages are below the bound of about $1550u$, but the bound assumes correctly rounded logarithms and a single rounding of their sum. Library logarithms added one after another exceed the corresponding value for some terms at $j=20$, $40$, $80$ and $100$, by up to a factor of about 2. A single logarithmic term may be accurate by luck, but its guarantee is weaker.

### Second loss: the alternating sum

Let the computed terms be $t_k(1+\delta_k)$, where $\delta_k$ now denotes the full relative error of a term, and let them be added with negligible further error. The relative error of the result is

$$\left|\frac{\sum_kt_k(1+\delta_k)-\sum_kt_k}{\sum_kt_k}\right|=\left|\frac{\sum_kt_k\delta_k}{\sum_kt_k}\right|\le\kappa\,\max_k|\delta_k|,\qquad \kappa=\frac{\sum_k|t_k|}{\left|\sum_kt_k\right|}.$$

The condition number $\kappa$ is a property of the exact terms. It does not depend on how the factorials are evaluated, so logarithms cannot reduce it.

Not all of $\delta_k$ is amplified. If $\delta_k=\delta_{\rm c}+\delta_k'$ with a part $\delta_{\rm c}$ common to all terms, then

$$\frac{\sum_kt_k\delta_k}{\sum_kt_k}=\delta_{\rm c}+\frac{\sum_kt_k\delta_k'}{\sum_kt_k}.$$

An error in the logarithm of the prefactor $\sqrt R$ is thus harmless by comparison; the part that varies with $k$ does the damage.

### How large is $\kappa$ in your case?

For $j_i=j$ and $m_i=0$ we have $R=(j!)^9/(3j+1)!$ and $D_k=(k!)^3[(j-k)!]^3$. Taking $(j!)^3$ out of the root gives

$$\begin{pmatrix}j&j&j\\0&0&0\end{pmatrix}=\sqrt{\frac{(j!)^3}{(3j+1)!}}\;S,\qquad S=\sum_{k=0}^{j}(-1)^k\binom jk^3 .$$

For odd $j$ the terms $k$ and $j-k$ cancel and $S=0$. From here on $j$ is even.

A small case shows the structure. At $j=2$ the prefactor is $\sqrt{8/5040}=0.039841$ and $S=1-8+1=-6$, so the symbol is $-0.239046$. Here $\kappa=10/6=1.67$, which is harmless.

For general even $j$, $S$ has a closed form, Dixon's identity. To derive it, first show that

$$\binom jk^2=\sum_i\binom{j+i}{i}\binom ki\binom{j-k}{i}.\tag{1}$$

Vandermonde's rule, $\sum_s\binom as\binom b{c-s}=\binom{a+b}c$, counts the choices of $c$ objects from two groups. It gives $\binom{j+i}{i}=\sum_s\binom js\binom is$. Insert this in the right side of (1) and use $\binom ki\binom is=\binom ks\binom{k-s}{i-s}$. The sum over $i$ is then

$$\sum_i\binom{k-s}{k-i}\binom{j-k}{i}=\binom{j-s}{k},$$

again by Vandermonde. What remains is

$$\sum_s\binom js\binom ks\binom{j-s}k=\binom jk\sum_s\binom{j-k}s\binom ks=\binom jk^2 .$$

The first equality holds because $\binom js\binom{j-s}k$ and $\binom jk\binom{j-k}s$ both equal $j!/[s!\,k!\,(j-s-k)!]$. The second is Vandermonde once more. This proves (1).

Multiply (1) by $\binom jk=j!/[k!(j-k)!]$ and write out the factorials:

$$\binom jk^3=\sum_i\frac{(j+i)!}{(i!)^3\,(k-i)!\,(j-k-i)!}.$$

Now sum over $k$ with the sign $(-1)^k$. With $k=i+r$, the binomial theorem gives

$$\sum_k\frac{(-1)^k}{(k-i)!\,(j-k-i)!}=\frac{(-1)^i}{(j-2i)!}\sum_r(-1)^r\binom{j-2i}{r}=\frac{(-1)^i(1-1)^{j-2i}}{(j-2i)!},$$

which vanishes unless $i=j/2$, where it equals $(-1)^{j/2}$. Hence

$$S=(-1)^{j/2}\frac{(3j/2)!}{[(j/2)!]^3}.\tag{2}$$

Next compare $|S|$ with the sum of moduli at large $j$. Stirling's formula $n!\approx\sqrt{2\pi n}\,(n/e)^n$ gives

$$|S|\approx\frac{\sqrt{3\pi j}}{(\pi j)^{3/2}}\,27^{j/2}=\frac{\sqrt3}{\pi j}\,27^{j/2},\qquad \binom{j}{j/2}\approx2^j\sqrt{\frac{2}{\pi j}} .$$

Away from the peak put $k=j/2+x$. The ratio of neighbouring binomials is $(j-k)/(k+1)\approx1-4x/j$, so the logarithm has slope $-4x/j$ and the binomial falls off as $e^{-2x^2/j}$. Cubing and replacing the sum by an integral,

$$\sum_k\binom jk^3\approx8^j\left(\frac{2}{\pi j}\right)^{3/2}\int_{-\infty}^{\infty}e^{-6x^2/j}\,dx=8^j\left(\frac{2}{\pi j}\right)^{3/2}\sqrt{\frac{\pi j}{6}}=\frac{2}{\sqrt3\,\pi j}\,8^j .$$

The prefactor of the symbol drops out of the ratio, and

$$\kappa\approx\frac23\left(\frac{8}{\sqrt{27}}\right)^{j}\approx\frac23\,(1.5396)^j .\tag{3}$$

The cancellation grows exponentially. At $j=100$ equation (3) gives $3.670\times10^{18}$; the exact terms give $3.675\times10^{18}$.

Setting $\kappa u=1$ in (3) yields

$$j=\frac{\ln[3/(2u)]}{\ln(8/\sqrt{27})}=86.1 .$$

Beyond this point the error bound guarantees no digit, even if every term is the double nearest to its true value.

### What the numbers show

The table gives relative errors of the symbol $(j\,j\,j;0\,0\,0)$, measured against (2). "Rounded" means exact terms rounded once to double precision. In the first three error columns the terms are added with a single final rounding. The recurrence is explained below.

| $j$ | $\kappa$ | rounded | direct | log-gamma | recurrence |
|---|---|---|---|---|---|
| 20 | 3.8e3 | 1.0e-13 | 7.8e-14 | 1.9e-11 | 3.0e-16 |
| 40 | 2.1e7 | 9.4e-11 | 7.9e-11 | 5.4e-8 | 3.9e-17 |
| 56 | 2.1e10 | 3.3e-7 | 1.0e-6 | 1.2e-4 | 1.8e-16 |
| 80 | 6.6e14 | 2.9e-2 | overflow | 4.5 | 5.1e-16 |
| 100 | 3.7e18 | 69 | overflow | 2.6e4 | 4.1e-17 |

At $j=56$, multiplying $\kappa$ by the weighted mean term error bounds the error of the sum. For log-gamma this is $2.09\times10^{10}\times254u\approx5.9\times10^{-4}$, and the actual error is $1.2\times10^{-4}$. For direct factorials the bound is $5.6\times10^{-6}$ and the actual error $1.0\times10^{-6}$. Over even $j$ from 40 to 56, the median ratio of the log-gamma error to the direct error is about 120.

Direct factorials are no way out, however. From $j=58$ on, among even $j$, $(3j+1)!$ exceeds the double-precision range. Logarithms remove this limit (the terms themselves overflow only from $j=1672$ on), and the price is that the digits run out sooner: at $j=80$ the log-gamma result is already worthless, while rounded terms still give an error of 3%.

In your case, $j=100$, the moduli of the terms add up to $2.2\times10^{16}$ and the answer is $0.00603$. The largest term is $3.05\times10^{15}$, between $2^{51}$ and $2^{52}$, where neighbouring doubles are $0.5$ apart. The rounding grid of that one term is far coarser than the result. Perfectly rounded terms give $0.42$, which also violates the bound of $0.0705$; log-gamma terms give $156.7$. That last number is rounding noise of one routine: SciPy's `gammaln` gives about $1180$, and correctly rounded logarithms give about $-67$.

### When the sum is safe

The danger depends on the arguments, not on the size of $j$ alone. If $m_1=j_1$, the factor $(j_1-m_1-k)!$ permits only $k=0$. There is one term, $\kappa=1$, and nothing to cancel. For $(100\,100\,100;100\,{-50}\,{-50})$ the log-gamma result has a relative error of $2.7\times10^{-13}$. This is some 2400 $u$, so the first loss is visible, but it is acceptable for most purposes.

Nor is the cancellation peculiar to equal $j$ and zero $m$. For $(80\,70\,60;10\,{-25}\,15)$ one finds $\kappa=1.5\times10^{11}$ and a log-gamma error of $4.5\times10^{-3}$. A practical safeguard is to accumulate $\sum|t_k|$ along with $\sum t_k$. If $u\Lambda\sum|t_k|$, with $\Lambda$ the largest $\Lambda_k$, is not small compared with the computed sum, the result should not be trusted. With library logarithms this quantity is an estimate of the error and not a strict bound: in 300 random symbols with $j_1,j_2\le90$ the error exceeded it three times, by at most a factor of 1.7, so leave a margin.

### Cure 1: more digits

The formula itself is correct, so it may be kept if the working precision covers both losses. For $p$ correct digits, carry about

$$p+\log_{10}\kappa+\log_{10}\Lambda$$

digits. At $j=200$, $\kappa=2.0\times10^{37}$. The same log-gamma formula has a relative error of $1.1\times10^{9}$ with 30 digits and $7\times10^{-22}$ with 60. Log-gamma is therefore usable; what double precision lacks is digits. Alternatively, $\sum_k(-1)^k/D_k$ is a rational number and can be summed in exact integer arithmetic. Round only after multiplying the square of this sum by $R$; the root then gives the modulus of the symbol. At $j=100$ the sum alone would underflow in double precision, and $R$ alone would overflow.

### Cure 2: avoid the sum

The coefficients $x_m=\langle j\,m\,j\,{-m}|j\,0\rangle$ are the components of an eigenvector of $J^2$. In units of $\hbar^2$,

$$J^2=J_1^2+J_2^2+2J_{1z}J_{2z}+J_{1+}J_{2-}+J_{1-}J_{2+}.$$

Project $J^2|j0\rangle=j(j+1)|j0\rangle$ onto $|m,-m\rangle$. The diagonal part contributes $[2j(j+1)-2m^2]x_m$. Each ladder product contributes two equal square roots, whose product is $A_m=j(j+1)-m(m+1)$ for the neighbour $m+1$ and $A_{m-1}$ for the neighbour $m-1$. Moving $j(j+1)x_m$ to the left side,

$$A_mx_{m+1}+A_{m-1}x_{m-1}+\left[j(j+1)-2m^2\right]x_m=0 .\tag{4}$$

Since $A_j=0$, one can start with $x_j=1$ and step inward to $x_0$. The positive sign of $x_j$ agrees with the phase convention: the component with $m_1=j_1$ is positive in the state of highest $M$, and lowering $M$ can reach it only by lowering $m_2$, with a positive factor.

Equation (4) is unchanged under $m\to-m$, because $A_{-m}=A_{m-1}$. Its solution in this space is unique up to a factor, hence even or odd in $m$. By (2), $x_0\neq0$ for even $j$, so it is even. Normalization and the phase factor $(-1)^{j-j-0}=1$ then give

$$\begin{pmatrix}j&j&j\\0&0&0\end{pmatrix}=\frac{x_0}{\sqrt{2j+1}\,\sqrt{x_0^2+2\sum_{m=1}^{j}x_m^2}} .$$

The direction matters once $j$ is large. Stepping outward from $x_0=1$, $x_1=-\tfrac12$ still gives the symbol to $4\times10^{-12}$ at $j=100$, but no correct digit at $j=200$. To see why, treat the coefficients in (4) for large $j$ as locally constant and set $x_{m-1}=r\,x_m$. Then

$$r+\frac1r=\frac{2m^2-j^2}{j^2-m^2}.$$

The right side exceeds 2 when $m>\frac{\sqrt3}{2}j$. There one solution grows inward and the other decays. The wanted solution is the growing one: at $m=j$, where $A_j=0$ and $A_{j-1}=2j$, equation (4) gives $x_{j-1}=\frac{j-1}{2}\,x_j$, and the program confirms $x_{m-1}>x_m>0$ throughout this region for the tested $j$ from 20 to 1000. An admixture of the other solution caused by rounding therefore dies out in relative size. For smaller $m$ the right side lies between $-1$ and 2, $r$ is a pure phase, and neither solution outgrows the other exponentially.

The boundary has a classical meaning. Three vectors of length $j$ that add to zero form an equilateral triangle. If the third has no $z$ component, the first can reach at most the triangle's height, $\frac{\sqrt3}{2}j$, along $z$. Larger $m$ is classically forbidden.

At $j=100$ the recurrence gives $0.006032391313$ in double precision, in agreement with (2) and, in modulus, with a direct diagonalization of $J^2$. At $j=1000$ its relative error is $9\times10^{-16}$. For still larger $j$ the start $x_j=1$ needs care: from about $j=1350$ on the components have grown so much that the sum of their squares overflows in the norm. Dividing all components found so far by a common factor whenever they become large avoids this, because (4) is linear and the normalization removes the factor. For your symbol, then, replace the sum by (4), or keep the sum and raise the precision. The numerical check covers both routes.

## Table of computed values

```
All printed quantities are dimensionless
unit roundoff u = 1.1102e-16
Racah vs J^2 eigenvectors: 127 symbols, max difference 2.4e-16
j=2 terms: 0.039841, -0.318728, 0.039841
j=2 symbol = -0.239046, kappa = 1.6667
Symbol (j j j; 0 0 0): value, kappa, then relative errors of
rounded terms | direct factorials | log-gamma | recurrence
j=20: 2.956688e-02, 3.75e+03, 1.0e-13 | 7.8e-14 | 1.9e-11 | 3.0e-16
j=40: 1.496852e-02, 2.10e+07, 9.4e-11 | 7.9e-11 | 5.4e-08 | 3.9e-17
j=56: 1.072996e-02, 2.09e+10, 3.3e-07 | 1.0e-06 | 1.2e-04 | 1.8e-16
j=80: 7.531082e-03, 6.56e+14, 2.9e-02 | overflow | 4.5e+00 | 5.1e-16
j=100: 6.032391e-03, 3.67e+18, 6.9e+01 | overflow | 2.6e+04 | 4.1e-17
j=56 weighted mean relative term error, in units of u:
  direct factorials 2.4
  library log-gamma 253.6
  correctly rounded logs 439.0
j=56 middle term: Lambda = 1533.6, L = 17.53
median log/direct error ratio, j=40..56: terms 184.5, sums 121.1
largest fraction of log error bound used = 0.57
median rounded-term error/(kappa*u), j=40..80 = 0.14
growth of kappa per unit j = 1.53960
j=100 kappa: exact 3.6745e+18, law 3.6704e+18
kappa*u = 1 at j = 86.1 (law); first even j above it = 88
first even j with (3j+1)! overflow = 58
j=100 largest |term| = 3.0506e+15
j=100 sum of |terms| = 2.2166e+16
j=100 log-gamma result = 1.5673e+02
j=100 rounded-term result = 4.1960e-01
j=100 recurrence result = 0.006032391313
j=100 closed form = 0.006032391313
j=100 |J^2 eigenvector| result = 0.006032391313
j=100 upper bound on |symbol| = 0.070535
j=1000 closed form = 6.059581e-04, recurrence error = 8.9e-16
j=200 kappa = 2.02e+37
j=200 log-gamma with 30 digits: error 1.1e+09
j=200 log-gamma with 60 digits: error 7.1e-22
(80 70 60; 10 -25 15) = 7.572680e-03, kappa = 1.51e+11, log-gamma error 4.5e-03
(100 100 100; 100 -50 -50) = 1.799187e-02, terms = 1, log-gamma error 2.7e-13
```
